# How High a Barrier Does Ten-Year Ferroelectric Bit Retention Need?

**Question.** A ferroelectric memory capacitor is to hold its bit for ten years at 85 °C, with a probability of loss of one in a million. Suppose that one thermally activated event is enough to lose the bit, and that the attempt frequency is 10 THz. How high must the escape barrier be, and how does it change with time, temperature, the reliability target and the internal field of the film?

**Answer.**

### From one attempt to ten years

Let \(E\) be the barrier that the stored state must cross under storage conditions, including any internal field. Let \(\nu\) be the attempt frequency, \(T\) the constant absolute temperature and \(k\) Boltzmann's constant. Each attempt succeeds with probability

\[
q=e^{-E/kT}.
\]

The attempts are taken as independent: the bit has no memory of earlier failures. In a time \(t\) there are \(n=\nu t\) attempts, and the bit survives if all of them fail, which has probability \((1-q)^n\). Since \(q\) is very small,

\[
n\ln(1-q)=-nq-\tfrac12 nq^2-\dots\approx -nq .
\]

The first neglected term is smaller than the one kept by a factor \(q/2\). The probability of loss is therefore

\[
p=1-e^{-rt},\qquad r=\nu e^{-E/kT}.
\]

To solve for the barrier, isolate the exponential, \(e^{-rt}=1-p\), and take the logarithm:

\[
\nu t\,e^{-E/kT}=-\ln(1-p).
\]

Dividing by \(\nu t\), taking the logarithm again and changing the sign gives

\[
E=kT\ln\frac{\nu t}{-\ln(1-p)}\approx kT\ln\frac{\nu t}{p}\qquad(p\ll1).
\]

The last form uses \(-\ln(1-p)\approx p\).

### The number

At 358.15 K the thermal energy is \(kT=0.03086\) eV. Ten years are \(3.156\times10^{8}\) s, so the number of attempts is

\[
\nu t=10^{13}\times3.156\times10^{8}=3.156\times10^{21}.
\]

The logarithm splits into a part from the number of attempts and a part from the reliability target:

\[
\frac{E}{kT}=\ln(\nu t)+\ln\frac{1}{-\ln(1-p)}=49.50+13.82=63.32 .
\]

Hence

\[
E=63.32\times0.03086\ \text{eV}\approx1.95\ \text{eV},
\]

or about 189 kJ/mol. Solving the finite product \((1-q)^n=1-p\) numerically, without the approximation for \(\ln(1-q)\), gives the same barrier to the printed 0.0001 eV.

The first part alone, \(kT\ln(\nu t)=1.528\) eV, is the barrier at which one event is expected in ten years. It does not protect the bit: with \(rt=1\) the loss probability is \(1-e^{-1}=0.63\). Lowering the loss to one in a million takes another 0.426 eV.

The target applies to each bit. In an array of \(10^9\) such bits, 1000 losses are expected. To expect one loss instead, \(p\) must fall by three decades, and the barrier must rise by \(kT\ln10^3=0.21\) eV.

### Why the rate has this form

The rate law can be obtained from a thermal flux. Describe the event by a coordinate \(x\) with effective mass \(m\), moving in the double well \(U=E(1-x^2)^2\). The stored state is at \(x=-1\) and the barrier top at \(x=0\). In classical equilibrium the mean forward velocity, with backward motion counted as zero, is

\[
\frac{\int_0^\infty v\,e^{-mv^2/2kT}dv}{\int_{-\infty}^{\infty}e^{-mv^2/2kT}dv}
=\frac{kT/m}{\sqrt{2\pi kT/m}}=\sqrt{\frac{kT}{2\pi m}} .
\]

The escape rate is this velocity times the probability density at the top:

\[
r=\sqrt{\frac{kT}{2\pi m}}\;\frac{e^{-E/kT}}{\int_{-\infty}^{0}e^{-U/kT}dx}.
\]

Put \(x=-1+y\). Then \(1-x^2=2y-y^2\), and

\[
U=E(4y^2-4y^3+y^4).
\]

Near the minimum \(U\approx4Ey^2=\tfrac12m\omega^2y^2\), so \(m\omega^2=8E\). The Gaussian integral over the well is \(\sqrt{2\pi kT/m\omega^2}\), and

\[
r\approx\sqrt{\frac{kT}{2\pi m}}\sqrt{\frac{m\omega^2}{2\pi kT}}\;e^{-E/kT}=\frac{\omega}{2\pi}e^{-E/kT}.
\]

The attempt frequency is thus the vibration frequency of the well, \(\nu=\omega/2\pi\).

The cubic and quartic terms correct this slightly. With \(b=E/kT\), the Gaussian variance of \(y\) is \(1/8b\), so \(\langle y^4\rangle=3/64b^2\) and \(\langle y^6\rangle=15/512b^3\). To first order in \(1/b\), the well integral is multiplied by

\[
1-b\langle y^4\rangle+\tfrac12(4b)^2\langle y^6\rangle
=1-\frac{3}{64b}+\frac{15}{64b}=1+\frac{3}{16b}.
\]

The term linear in \(y^3\) averages to zero. For \(b=63.3\) the rate falls by 0.3%, in agreement with the numerical flux ratio of 0.9970. This calculation counts every forward crossing as an escape. If friction sends some trajectories straight back, the effective \(\nu\) is smaller.

A bit may also return to its original state later. With equal rates both ways, \(\dot p=r(1-p)-rp\), and starting from \(p=0\),

\[
p=\tfrac12(1-e^{-2rt})=rt-(rt)^2+\dots
\]

Without return, \(p=rt-\tfrac12(rt)^2+\dots\). The relative difference is \(-rt/2=-5\times10^{-7}\), so return jumps do not matter here.

### How the barrier scales

At fixed temperature, a tenfold increase in \(\nu\) or \(t\), or a tenfold decrease in \(p\), adds

\[
kT\ln10=0.071\ \text{eV}.
\]

An attempt frequency uncertain by a factor of ten therefore moves the answer by less than 4%.

At fixed \(\nu\), \(t\) and \(p\), the barrier is proportional to absolute temperature. It is 1.63 eV for storage at 25 °C and 2.01 eV at 95 °C.

The inverse dependence is much steeper. If the actual barrier is lower than required by \(\delta\), the rate is multiplied by \(e^{\delta/kT}\), and so is the loss probability while it remains small. For \(\delta=0.1\) eV the loss rises from \(10^{-6}\) to \(2.55\times10^{-5}\). A 5% error in the barrier changes the failure rate by a factor of about 24.

### Many sites and unequal bits

Suppose a bit contains \(N\) independent sites, and an event at any one of them loses it. Survival requires all sites to survive, \(1-p=(1-p_1)^N\), so \(p_1\approx p/N\) for small \(p\). Each site then needs the extra barrier

\[
\Delta E=kT\ln N,
\]

which is 0.142 eV for \(N=100\).

Next let the barrier vary from bit to bit with a Gaussian distribution of mean \(\bar E\) and standard deviation \(\sigma\). Write \(E=\bar E+\epsilon\). While \(rt\ll1\) for the bits that matter, the mean loss is the mean of \(rt\), and its exponent can be completed to a square:

\[
-\frac{\epsilon^2}{2\sigma^2}-\frac{\epsilon}{kT}
=-\frac{(\epsilon+\sigma^2/kT)^2}{2\sigma^2}+\frac{\sigma^2}{2(kT)^2}.
\]

The remaining Gaussian integrates to one, so the mean rate is enhanced by \(e^{\sigma^2/2(kT)^2}\). To compensate, the mean barrier must exceed the single-barrier value \(E\) by

\[
\bar E-E=\frac{\sigma^2}{2kT}.
\]

For \(\sigma=0.05\) eV this is 0.041 eV; for 0.10 eV it is 0.162 eV. Averaging the full loss law \(1-e^{-rt}\) numerically over the distribution gives the same shifts to three decimals.

The square also shows which bits fail. The losses come mainly from barriers near \(\bar E-\sigma^2/kT=E-\sigma^2/2kT\), in the weak tail of the distribution. The formula breaks down when this barrier approaches 1.528 eV, where \(rt=1\). That happens when \(\sigma^2/2kT\) approaches 0.426 eV, or \(\sigma\approx0.16\) eV. The linear average always overestimates the loss, because \(1-e^{-rt}<rt\). Since the failing bits are spread over about \(\sigma\), the error grows gradually: the formula's shift is too large by 0.002 eV at \(\sigma=0.12\) eV, 0.008 eV at 0.14 eV and 0.021 eV at 0.16 eV.

### An opposing internal field

Imprint is a built-in preference for one polarization state, represented here by an internal field \(F\). For a bit stored in the opposite state, the field lowers the escape barrier. Let a nucleus of volume \(V\) and polarization magnitude \(P\) reverse as a unit, after which the reversal spreads through the bit. With \(x\) now the polarization in units of \(P\), and \(E_0\) the zero-field barrier,

\[
U=E_0(1-x^2)^2-wx,\qquad w=PVF .
\]

Near the stored state, \(x=-1+y\), the energy is

\[
U\approx4E_0y^2+w-wy .
\]

Its minimum is at \(y=w/8E_0\), with energy \(w-w^2/16E_0\). Near the top,

\[
U\approx E_0-2E_0x^2-wx .
\]

Its maximum is at \(x=-w/4E_0\), with energy \(E_0+w^2/8E_0\). Subtracting the two energies gives, to second order in \(w\),

\[
E=E_0-w+\frac{3w^2}{16E_0}.
\]

The linear term is \(w\), not \(2w\), because the polarization changes from \(-P\) to zero on the way to the top.

Take \(P=20\) uC/cm2, \(F=0.2\) MV/cm and \(V=15\) nm³. In SI units,

\[
w=0.2\times(15\times10^{-27})\times(2\times10^{7})\ \text{J}=6.0\times10^{-20}\ \text{J}=0.3745\ \text{eV}.
\]

The barrier in the field must still be 1.954 eV, so the zero-field barrier must be

\[
E_0=1.954+0.3745-0.0113\approx2.32\ \text{eV}.
\]

If the film had a zero-field barrier of only 1.954 eV, this field would leave 1.593 eV. The loss probability would then be 0.11 instead of one in a million. A constant field overestimates the loss if imprint builds up gradually and \(F\) is its final value.

The bit must also be writable. To switch half the bits in 1 ms at 85 °C, a write field must lower the barrier to \(kT\ln(\nu t/\ln2)=0.722\) eV, with \(t=1\) ms. For \(E_0=2.317\) eV, the stationary points of the full tilted well put the total field on the nucleus at 1.02 MV/cm. This is a lenient test of writing: leaving only one bit in a million unswitched after 100 ns takes about 1.4 MV/cm in the same well. The applied field must be larger than this by 0.2 MV/cm when writing against the internal field, and is smaller by the same amount when writing along it. Since \(w\) depends on the product \(VF\), a larger nucleus with the same \(E_0\) would be easier to write and more sensitive to imprint.

### Is tunnelling important?

For a parabolic barrier, the transmission at energy \(\epsilon\) above the top is \(1/(1+e^{-2\pi\epsilon/h\nu})\), if the barrier curvature corresponds to the same frequency \(\nu\) as the well. The partition function of the quantized well is \(Z=1/[2\sinh(u/2)]\), with \(u=h\nu/kT\) and energies measured from the well bottom. The thermal rate is

\[
r=\frac{e^{-E/kT}}{hZ}\int_{-\infty}^{\infty}\frac{e^{-\epsilon/kT}}{1+e^{-2\pi\epsilon/h\nu}}\,d\epsilon .
\]

Setting \(z=2\pi\epsilon/h\nu\) and \(a=u/2\pi\), and using \(\int_{-\infty}^{\infty}e^{-az}/(1+e^{-z})\,dz=\pi/\sin\pi a\) for \(0<a<1\), the integral becomes \(h\nu/[2\sin(u/2)]\). Thus

\[
r=\nu e^{-E/kT}\,\frac{\sinh(u/2)}{\sin(u/2)}.
\]

Here \(u=1.340\), and the rate is multiplied by 1.161. This is the product of \(\sinh(u/2)/(u/2)=1.077\), from the quantization of the well, and \((u/2)/\sin(u/2)=1.079\), from quantum transmission at the barrier. The required barrier rises by \(kT\ln1.161=0.005\) eV, which is negligible. In the quartic double well used above, the curvature at the top is only half that at the minimum, and the correction is smaller still. The formula fails as \(u\) approaches \(2\pi\), near 76 K for this frequency, where escape deep below the top takes over.

### What a short bake can show

A bake at temperature \(T_b\) produces the same loss when \(rt\) is the same. If \(E\) and \(\nu\) do not change with temperature,

\[
\frac{t}{t_b}=\exp\left[\frac{E}{kT}\left(1-\frac{T}{T_b}\right)\right].
\]

For 150 °C, \(T_b=423.15\) K, and the exponent is \(63.32\times0.1536=9.73\). The acceleration is \(1.7\times10^4\), and 5.2 hours replace ten years. This holds for a single barrier. With a Gaussian spread, the enhancement \(e^{\sigma^2/2(kT)^2}\) is weaker at the higher temperature, so the bake must be longer: about 6.2 hours for \(\sigma=0.05\) eV, with the mean barrier raised as above.

The condition matters. If the barrier varies as \(E=H-TS\), with constant \(H\) and \(S\), then \(r=\nu e^{S/k}e^{-H/kT}\). The acceleration depends on \(H\), while the retention requirement at 85 °C fixes \(H-TS\). For a barrier that falls on heating, \(H>E\), and the same loss is reached in less than 5.2 hours.

### Comparison with a real capacitor

The polarization and the internal field are rough typical magnitudes for hafnium zirconium oxide films about 10 nm thick. The nucleus volume is a model choice, made so that the write field comes out near 1 MV/cm, the rough size of coercive fields in such films. That agreement is built in by the choice of volume, so it is neither a test of the model nor a prediction. The model also keeps the nucleus volume fixed, whereas a real critical nucleus generally shrinks as the driving field grows. For a nucleus limited by domain-wall energy the barrier grows without bound as the field falls to zero. A barrier proportional to \(1/F\), matched to 0.722 eV at 1.02 MV/cm, would be 3.7 eV at 0.2 MV/cm. The zero-field barriers quoted here therefore belong to the fixed-volume model. The model also leaves out the depolarization field, which opposes the stored polarization in either state. For a film of thickness \(d\) and relative permittivity \(\kappa\), with a total interface screening length \(\lambda\), it is \(P\lambda/[\varepsilon_0(d+\kappa\lambda)]\). With \(d=10\) nm, \(\kappa=30\) and assumed values of \(\lambda\) from 0.005 to 0.05 nm, it is 0.1 to 1 MV/cm, comparable to or larger than the internal field used above.

Real capacitors can depart from the simple estimate of 1.95 eV in either direction. Several weak sites and a spread of barriers raise the requirement. Imprint raises the required zero-field barrier for a bit stored against the internal field and lowers it for a bit stored along the field. With 100 sites, \(\sigma=0.05\) eV and the field above, the barrier in the field becomes \(1.954+0.142+0.041=2.14\) eV, and the mean zero-field barrier about 2.5 eV. If reversal stops at a grain boundary, however, one event may not spoil the bit. When two independent events are both needed, \(p=p_1^2\), each may have probability \(10^{-3}\), and the barrier falls by 0.21 eV to about 1.74 eV in the absence of the other corrections. Within the fixed-nucleus model, without depolarization and for these parameters, imprint and the number of events that make a failure matter more than tunnelling or a tenfold error in the attempt frequency. The numerical output below lists the values used.

## Computed results

```
Attempt frequency: 10 THz
Storage time: 10 years = 3.1558e+08 s
Storage temperature: 358.15 K
Target loss probability per bit: 1.0e-06
Thermal energy kT: 0.03086 eV
Number of attempts nu*t: 3.1558e+21
ln(nu*t): 49.504
ln(1/(-ln(1-p))): 13.816
Required barrier / kT: 63.319
REQUIRED BARRIER: 1.9542 eV = 188.6 kJ/mol
Required barrier from explicit attempt count: 1.9542 eV
Event rate at required barrier: 3.169e-15 1/s
Barrier for one expected event: 1.5278 eV
Loss probability at that barrier: 0.632
Extra barrier for the target: 0.4264 eV
Flux rate / (nu exp(-E/kT)), quartic well: 0.9970
Relative change of loss by return jumps: -5.0e-07
Barrier shift per decade of nu or p: 0.0711 eV
Loss if barrier is 0.1 eV too low: 2.55e-05
Required barrier at 25 C: 1.627 eV
Required barrier at 95 C: 2.009 eV
Expected lost bits among 1e+09: 1000
Barrier shift for 100 sites per bit: 0.142 eV
Mean barrier for spread 0.05 eV: 1.995 eV (shift 0.041 eV, formula 0.041 eV)
Mean barrier for spread 0.10 eV: 2.116 eV (shift 0.162 eV, formula 0.162 eV)
Polarization: 20 uC/cm2
Opposing internal field: 0.2 MV/cm
Nucleus volume: 15 nm^3
Field work w = P V F: 0.3745 eV
Second-order term 3w^2/(16 E0): 0.0113 eV
Required zero-field barrier: 2.317 eV
Barrier left if zero-field value is only 1.954 eV: 1.593 eV
Loss probability in that case: 0.113
Barrier for half switching in 1 ms at 85 C: 0.722 eV
Field for half switching in 1 ms at 85 C: 1.02 MV/cm
h nu / kT: 1.340
Quantum rate factor: 1.161
Barrier shift by quantum factor: 0.0046 eV
Equivalent bake time at 150 C: 5.23 h
Acceleration factor of the bake: 1.675e+04
```
